Channel-Counting Bound on the Elastic Phonon Transmission of an Interface, part 2

Two perfect harmonic crystals meet at an interface. At angular frequency ω = 2πf, M_L and M_R count the propagating vibrational channels arriving from the left and from the right. T(ω) is the sum of the power transmission probabilities from all left channels into all right channels, and T′ is the reverse sum. In elastic scattering a phonon may change direction and polarisation, but may not split or merge. Without gain,

0 ≤ T(ω) ≤ min(M_L, M_R).    (1)

The matrix S takes incoming to outgoing amplitudes, each scaled to equal power:

S = ( r   t′ )
    ( t   r′ ).

Here r and r′ reflect on the left and right, t takes left to right, and T = Tr(t†t). Energy conservation makes power the same at every cut and gives S†S = SS† = 1, with diagonal blocks r†r + t†t = 1 and tt† + r′r′† = 1. It also gives T = T′. Reciprocity, which holds for ordinary springs, means S = Sᵀ.

Displacements are Re[u exp(−iωt)]. For atoms of mass m joined by springs k, with one displacement per atom, let kε be an eigenvalue of the transverse spring matrix of a slice. Each transverse pattern then behaves as a chain with

mω² = kε + 2k(1 − cos q).    (11)

Here q is the phase per slice. The pattern is an open channel when 0 < mω²/k − ε < 4. In a uniform chain, an incoming wave of amplitude a that gives a transmitted displacement u has T = |u/a|². After a number, u is the atomic mass unit. ħ and k_B are the reduced Planck and Boltzmann constants.

The numerical output also lists two earlier tests, both joining a solid of 167 u and 10 N/m to one of 60 u and 30 N/m. In the matched case, with two atoms per slice, the linking spring and end masses are chosen so that the bound is reached. In the gyroscopic case, at 2.025 THz, a velocity-dependent force that does no work breaks S = Sᵀ but keeps the bound.

## 11. Loss and gain

If the interface absorbs power but supplies none, outgoing power cannot exceed incoming power, so S†S ≤ 1. This means that no eigenvalue of S†S exceeds one. For a square matrix, SS† has the same eigenvalues, so SS† ≤ 1 as well. The diagonal blocks then give T ≤ M_L and T ≤ M_R. Passive loss keeps the bound on the elastic part, although T and T′ can differ if reciprocity is also absent.

Gain removes the protection. Take a uniform chain, whose driven site obeys 2ig u = 2ig a with g = k sin q. Add to its left side the term −0.4ig u, which represents a force in phase with the velocity. Then

(2ig − 0.4ig)u = 2ig a,    u/a = 1/0.8 = 1.25,    T = 1.25² = 1.5625.

There is one channel on each side, and T exceeds one.

## 12. A clean interface has a lower ceiling

If the interface has the periodicity of both crystals, the transverse wavevector k_∥ is conserved. S then splits into separate blocks, and the bound holds in each:

T ≤ Σ min[M_L(k_∥), M_R(k_∥)] ≤ min(M_L, M_R),    (14)

where the sum runs over k_∥. The second step holds because every term of the sum is at most M_L(k_∥) and at most M_R(k_∥).

Disorder connects different k_∥. It can carry T past the middle expression in (14), but not past the last one.

## 13. The ceiling on thermal conductance

A channel in a long crystal has dq/(2π) states per unit length, each moving energy ħω at speed dω/dq. The product of speed and dq is dω, so a thermally occupied band of incoming waves carries ∫(dω/2π) ħω n, where n is the Bose occupation. Let phonons arrive from the left at temperature T_1 and from the right at T_2. Since T = T′, the net heat flow per area A is

Q = (1/A) ∫ (dω/2π) ħω T(ω) [n(ω,T_1) − n(ω,T_2)].

Equal temperatures give no flow, as they must. For a small difference, G = Q/(T_1 − T_2). Let θ be the common temperature and x = ħω/(k_Bθ). From n = 1/(eˣ − 1),

ħω ∂n/∂θ = k_B x² eˣ/(eˣ − 1)² ≡ k_B w(x).

Changing from ω to f = ω/2π and using (1) gives

G ≤ (k_B/A) ∫ df w(x) min[M_L(f), M_R(f)].    (15)

The minimum stands inside the integral. Taking the smaller of the two one-sided integrals instead gives a valid but weaker ceiling, because the limiting side can change with frequency.

## 14. Worked example: a PbTe-like solid and a stiff contact

PbTe is a thermoelectric material that needs metallic contacts, and it is soft and heavy. I model it as a simple cubic lattice with spacing d = 0.32 nm, mean atomic mass 167 u and spring 10 N/m. These are rough values. The contact is an unnamed stiff solid with the same spacing, mass 60 u and spring 30 N/m. Each atom has three independent polarisations of equal stiffness.

For this lattice ε = 4 − 2cos θ_y − 2cos θ_z, where θ_y and θ_z are transverse phases per spacing. The largest ε is 8, and the longitudinal motion adds at most 4, so the cutoff obeys mω² = 12k. This gives 3.31 THz for the soft side and 9.57 THz for the contact.

At low frequency ε ≈ θ_y² + θ_z². Open channels fill a disc of area πmω²/k in the phase plane. Dividing by (2πd)² and counting three polarisations,

M/A ≈ 3ω²/(4πc²),    c = d√(k/m).    (16)

The sound speeds are 1.92 and 5.55 km/s. At 1 THz, (16) gives 2.6 and 0.31 channels per nm². The full lattice count gives 2.75 and 0.308. The faster solid has fewer channels and sets the limit.

At 2 THz the counts are 16.4 and 1.27 per nm². At 3 THz they are 5.9 and 3.0, because the soft side is running out of modes near its cutoff. The limiting side changes at 3.13 THz. Above 3.31 THz the elastic transmission is zero.

An estimate of the ceiling uses (16) for the contact up to 3.13 THz and sets w = 1:

G ≈ πk_B f³/c²
  = π × (1.38×10⁻²³ J/K) × (3.13×10¹² Hz)³ / (5.55×10³ m/s)²
  ≈ 43 MW/(m² K).

The full integral (15) gives 49 MW/(m² K) at 300 K, or 4.9×10⁷ W/(m² K). At 100 K it gives 44 MW/(m² K). The change is small because the soft cutoff corresponds to hf/k_B ≈ 159 K, so at 100 K the weight w is still about 0.8 at that cutoff and closer to one below it.

The one-sided ceilings at 300 K are 340 MW/(m² K) for the soft side and 911 MW/(m² K) for the contact. The smaller of these is seven times the true elastic ceiling. The soft side has many channels where the contact has few, and the contact has most of its channels where the soft side has none.

## 15. Clean and mixed interfaces in the example

Write x_s = 12(f/3.31 THz)² and x_c = 12(f/9.57 THz)² for the values of mω²/k on the two sides. The contact needs ε < x_c, while the soft side needs ε > x_s − 4. These ranges separate when x_s − 4 = x_c, which happens at about 2.04 THz. Above that frequency a clean interface transmits nothing, although both solids have channels.

This lowers the wavevector-resolved ceiling to 11 MW/(m² K). With one interface spring of 20 N/m per atom pair, the clean interface itself reaches 8.0 MW/(m² K).

For a mixed interface I used an 8×8 periodic cell with two layers between the solids. Each layer had equal numbers of heavy and light atoms at random sites. Springs within these layers, and the links from layer to layer through the interface, were 20 N/m. The following values are for one polarisation and are means over three arrangements. At a single frequency, T can differ severalfold from one arrangement to another, so three arrangements fix only the rough size. Over 60 arrangements the means at the three frequencies below are 0.94, 1.7 and 0.26, and at 3.275 THz single values run from 0.03 to 0.91. The three-arrangement means are:

- At 1.025 THz there are 5 soft and 1 contact channels, and T = 0.94.
- At 2.625 THz there are 38 and 5, with no shared transverse pattern, and T = 1.93.
- At 3.275 THz there are 1 and 9, again with none shared, and T = 0.58.

The second and third cases would give T = 0 at a clean interface. Disorder opens a path but leaves T below the smaller count. The bound held at all 67 frequencies examined, from 0.025 to 3.325 THz, for each arrangement.

The mixed conductance is 21 MW/(m² K), or 39% of the ceiling of 53 MW/(m² K) for the same cell. That cell ceiling is 9% above the value for an infinite cross-section. The cell samples few transverse wavevectors, so the comparison within the cell is the safer one. More arrangements in the same cell give about 20 MW/(m² K), and cells of 12×12 and 16×16 give about 19, while the ratio to the cell ceiling stays at 38 to 39%.

The effect of disorder, too, is best judged within the cell. There the wavevector-resolved ceiling is 12 MW/(m² K), and the clean interface reaches 11 MW/(m² K). The mixed conductance of 21 MW/(m² K) lies well above both, which is possible only because disorder connects different transverse wavevectors. Where the two ceilings in (14) are close, disorder can carry T only a little past the first of them, though it may still improve a poor interface that lies below it.

## 16. How far the example may be trusted

Of the harmonic corrections tried here, the largest comes from polarisation. Give both solids stiffness factors 0.6, 0.6 and 1.8 in place of three equal ones, with the mean held fixed. If the interface may convert one polarisation into another, the ceiling rises from 49 to 117 MW/(m² K).

The whole of this rise comes from pooling the channels of different polarisations. Scaling both springs by s stretches the frequency axis by √s. Without conversion, and with w = 1, the ceiling would change by the factor (2√0.6 + √1.8)/3 = 0.96. With conversion, slow contact channels of one polarisation can serve fast soft-side channels of another. The figure of 49 is thus a ceiling for the stated model, not for every PbTe contact.

Separate Pb and Te masses lower the ceiling to 39 MW/(m² K). With masses m_a and m_b alternating, (11) is replaced by

(6k − m_aω²)(6k − m_bω²) = 4k²C²,

where C is the sum of the three cosines of the phases. No real wave exists when the left side is negative, so this lattice has a gap between ω² = 6k/m_a and ω² = 6k/m_b. That is a property of the one-spring model and is not offered as a fact about PbTe. Changing the contact spacing to 0.25 nm, with its mass and sound speed fixed, gives 48 MW/(m² K). The change is small because the sound speed is held: by (16) the contact's channel count goes as 1/c². With the spring fixed at 30 N/m instead, the same spacing gives 76 MW/(m² K). The model contact is light (3.0 g/cm³) and carries all three polarisations at 5.55 km/s, well above the shear speed of about 3 km/s in metals such as nickel or iron. A nickel-like contact (58.7 u, 0.222 nm, speeds 3.0, 3.0 and 6.0 km/s, polarisations pooled) gives about 115 MW/(m² K), and about 170 if the soft side also has the stiffness factors above. For such a metal the ceiling lies well above 49.

Real contacts also break the elastic assumption. PbTe is strongly anharmonic, and phonons can split or merge near an interface. The contact's channels above the soft cutoff have a thermal capacity of 858 MW/(m² K), all of it closed to elastic transfer. This number shows how much is excluded; it does not predict the inelastic conductance. A measured value above the elastic ceiling would not contradict (1), which limits the elastic part alone.

Electrons can carry heat in parallel. If they follow the Wiedemann–Franz law with a contact resistivity of 10⁻⁷ Ω cm², they add about 0.7 MW/(m² K) at 300 K. A higher resistivity lowers this in inverse proportion.

Finally, G in (15) refers to the temperatures of the arriving phonons. A thermometer near the interface also senses the departing ones. In a rough average over frequency, the ceiling uses fractions 49/340 = 0.14 and 49/911 = 0.05 of the two sides' capacities. If T_1 − T_2 = Δ, the departing phonons on the left are colder than the arriving ones by 0.14Δ, and those on the right are warmer by 0.05Δ. Averaging arriving and departing phonons on each side reduces the apparent jump to

Δ[1 − ½(0.14 + 0.05)] ≈ 0.90Δ.

The conductance defined by that jump is about 11% larger. For two identical crystals with no interface the jump would vanish and this second conductance would diverge, while (15) stays finite. A comparison with experiment must therefore use the same definition of temperature on both sides.

The numerical output lists most of the values behind these figures.

Computed results

```
spacing: 0.32 nm; temperature: 300 K
PbTe-like: mass 167 u, spring 10 N/m
  sound speed 1.92 km/s, cutoff 3.31 THz
contact: mass 60 u, spring 30 N/m
  sound speed 5.55 km/s, cutoff 9.57 THz
interface spring: 20 N/m
limiting side changes at: 3.13 THz
infinite cross-section, channels per nm^2 (3 polarisations):
  1.0 THz: PbTe-like 2.750, contact 0.308
  2.0 THz: PbTe-like 16.413, contact 1.265
  3.0 THz: PbTe-like 5.891, contact 2.983
8x8 cell, one polarisation, mean of 3 mixed interfaces:
  THz    M_soft  M_contact  overlap  T_mixed
  1.025      5         1        1    0.9355
  2.025     38         1        0    0.3975
  2.625     38         5        0    1.9300
  3.275      1         9        0    0.5809
largest T_mixed minus overlap: 2.349
largest unitarity error: 6.4e-15
largest reciprocity error: 7.2e-15
largest bond-power error: 1.4e-14
matched case: M = 2, 1; T = 1.000000
matched case: 1.655 THz, link 12.19 N/m
matched end masses: 151.4, 97.9 u
gyroscopic case: M = 8, 2; T = 0.2601
gyroscopic max |S - S^T|: 0.463
amplifying case: M = 1, 1; T = 1.5625
conductances in MW/(m^2 K):
  elastic ceiling, 300 K: 48.76
  elastic ceiling, 100 K: 43.93
  PbTe-like side alone: 340.1
  contact side alone: 911.3
  clean wavevector-resolved ceiling: 10.97
  clean interface: 8.03
  8x8 cell ceiling: 53.04
  8x8 mixed interface: 20.66
  mixed / its ceiling: 0.389 (no unit)
neglected effects, MW/(m^2 K):
  ceiling with Pb and Te masses: 38.58
  ceiling with spring factors (0.6, 0.6, 1.8): 117.26
  ceiling with contact spacing 0.25 nm: 47.81
  electrons at 1e-07 ohm cm^2: 0.73
  contact channels above PbTe cutoff: 858.0
```
